# The classical RRK rate and its use for a hot surface adduct

Consider a molecule, or a molecule bound to a surface, with \(s\) harmonic oscillators. In mass-weighted normal coordinates \(Q_i\) with momenta \(P_i=\dot Q_i\), its energy is

\[
H=\tfrac12\sum_{i=1}^{s}\left(P_i^2+\omega_i^2Q_i^2\right),\qquad \nu_i=\frac{\omega_i}{2\pi}.
\]

The total energy \(E\) is measured from the bottom of the well. Reaction means outward passage through a plane in coordinate space, and \(E_0\) is the lowest potential energy on that plane. The statistical assumption is that molecules of energy \(E\) are spread uniformly over the energy shell \(H=E\), with density \(\delta(E-H)\) in phase space. The Rice–Ramsperger–Kassel (RRK) result is then

\[
k(E)=\nu\left(1-\frac{E_0}{E}\right)^{s-1}\quad(E>E_0),\qquad k(E)=0\quad(E<E_0).
\]

Two things in this formula need care: what \(\nu\) is, and when a flux through a plane is also a rate of decay.

Begin with the phase volume. For one oscillator put \(\omega Q=\sqrt{2\varepsilon}\,\sin\theta\) and \(P=\sqrt{2\varepsilon}\,\cos\theta\), so that \(\varepsilon\) is its energy. The area element is \(d(\omega Q)\,dP=d\varepsilon\,d\theta\). Dividing by \(\omega\), integrating over the angle and measuring area in units of Planck's constant \(h\) gives

\[
\frac1h\int_0^{2\pi}\frac{d\varepsilon\,d\theta}{\omega}=\frac{2\pi\,d\varepsilon}{h\omega}=\frac{d\varepsilon}{h\nu}.
\]

Each oscillator therefore has the constant density of states \(\rho_1=1/(h\nu)\). For \(s\) oscillators we need the volume \(V_s(E)\) of the region \(\varepsilon_i\ge0\), \(\sum\varepsilon_i\le E\). Since \(V_1=E\) and \(V_s(E)=\int_0^E V_{s-1}(E-\varepsilon)\,d\varepsilon\), induction gives \(V_s=E^s/s!\). The number of states up to \(E\), and its derivative, are

\[
G_s(E)=\frac{E^s}{s!\prod_i h\nu_i},\qquad
\rho_s(E)=\frac{E^{s-1}}{(s-1)!\prod_i h\nu_i}.
\]

As a test, take three oscillators with quanta \(1,\sqrt2,\sqrt3\) and \(E=150\). A direct count of quantum states, zero-point energy included, finds 229625, and \(G_3\) gives 229640.

Now let oscillator 1 be the critical one. For \(s\ge2\), the probability density that it holds energy \(\varepsilon\) is

\[
\frac{\rho_1\,\rho_{s-1}(E-\varepsilon)}{\rho_s(E)}=\frac{(s-1)(E-\varepsilon)^{s-2}}{E^{s-1}},
\]

because all frequencies cancel and \((s-1)!/(s-2)!=s-1\). The probability that it holds at least \(E_0\) is

\[
p=\int_{E_0}^{E}\frac{(s-1)(E-\varepsilon)^{s-2}}{E^{s-1}}\,d\varepsilon
=\left(1-\frac{E_0}{E}\right)^{s-1}.
\]

For \(s=1\) the single oscillator holds all the energy, and \(p=1\) above threshold, as the formula says.

To turn the probability into a rate, place the plane at \(Q_1=q_0>0\), with \(E_0=\tfrac12\omega_1^2q_0^2\). The outward flux per molecule is

\[
k=\frac{1}{h^s\rho_s(E)}\int\delta(E-H)\,\delta(Q_1-q_0)\,P_1\,\Theta(P_1)\,d^sQ\,d^sP ,
\]

where the step function \(\Theta\) keeps outward motion. On the plane, oscillator 1 has energy \(E_0+P_1^2/2\). Integration over the other oscillators gives \(h^{s-1}\rho_{s-1}(E-E_0-P_1^2/2)\). With \(u=P_1^2/2\) and \(du=P_1\,dP_1\),

\[
k=\frac{1}{h\rho_s(E)}\int_0^{E-E_0}\rho_{s-1}(E-E_0-u)\,du
=\frac{G_{s-1}(E-E_0)}{h\,\rho_s(E)} .
\]

Inserting the two volumes, the factorials cancel and one frequency survives:

\[
k=\frac{(E-E_0)^{s-1}}{(s-1)!\prod_{i\ge2}h\nu_i}\;\frac{(s-1)!\prod_{i\ge1}h\nu_i}{h\,E^{s-1}}
=\nu_1\left(1-\frac{E_0}{E}\right)^{s-1}.
\]

This agrees with a simple picture: an oscillator with energy above \(E_0\) passes \(q_0\) outward once per period, and a fraction \(p\) of the molecules has such an oscillator.

A reaction coordinate is seldom one normal mode. Take the plane \(\sum_i n_iQ_i=d\), with \(\mathbf n\) a unit vector. At the lowest point on it the gradient is parallel to \(\mathbf n\), so \(\omega_i^2Q_i=\lambda n_i\). Define \(S=\sum_i n_i^2/\omega_i^2\). The plane condition gives \(d=\lambda S\), and the potential there is \(E_0=\tfrac12\lambda^2S=d^2/(2S)\). Displacements within the plane have no linear term in the energy, so they form \(s-1\) oscillators with frequencies \(\omega'_j=2\pi\nu'_j\). The flux integral runs as before, with the \(\nu'_j\) in the numerator:

\[
k=\nu\left(1-\frac{E_0}{E}\right)^{s-1},\qquad
\nu=\frac{\prod_{i=1}^{s}\nu_i}{\prod_{j=1}^{s-1}\nu'_j}.
\]

Let \(K\) be the diagonal matrix of the \(\omega_i^2\). In an orthonormal basis whose first vector is \(\mathbf n\), the first diagonal element of \(K^{-1}\) is the determinant of the in-plane block divided by \(\det K\). Hence \(S=\prod\omega_j'^2/\prod\omega_i^2\), and

\[
2\pi\nu=\left(\sum_i\frac{n_i^2}{\omega_i^2}\right)^{-1/2}.
\]

This \(\nu\) is a mean that lies between the lowest and highest mode frequencies. At a real saddle point, harmonic in the other \(s-1\) directions, the same flux integral gives the ratio of frequency products if the states of the well are still counted as harmonic, but the \(\nu'_j\) are then properties of the saddle. If they are soft, \(\nu\) can exceed every frequency of the well.

Both kinds of plane were tested by following 60,000 harmonic trajectories started uniformly on the shell, with \(\omega=(1,\,1.618,\,2.3)\), \(E=1\) and \(E_0=0.4\), and counting outward crossings. For a plane normal to the first mode the count gives a rate of 0.0575, against 0.0573 from the formula. For \(\mathbf n\) along \((0.8,\,0.5,\,0.33)\) it gives 0.0662 against 0.0659.

The limits show what the exponent does. Just above threshold \(k\) rises as \((E-E_0)^{s-1}\), very slowly for large \(s\), because nearly all the energy must gather in one place. For \(E\gg(s-1)E_0\) the rate approaches \(\nu\). If \(s\) grows while the energy per oscillator \(\bar\varepsilon=E/s\) is fixed, then

\[
\left(1-\frac{E_0}{s\bar\varepsilon}\right)^{s-1}\longrightarrow e^{-E_0/\bar\varepsilon},
\]

so the other oscillators act as a heat bath with \(k_BT=\bar\varepsilon\).

The Arrhenius law also follows for any \(s\) when the energy is thermally distributed. The classical distribution is \(\rho_s(E)e^{-E/k_BT}\), normalised. Multiplying by \(k(E)\) cancels \(E^{s-1}\), and the substitution \(x=E-E_0\) gives

\[
\langle k\rangle=\frac{\nu}{(s-1)!\,(k_BT)^s}\int_{E_0}^{\infty}(E-E_0)^{s-1}e^{-E/k_BT}\,dE=\nu\,e^{-E_0/k_BT},
\]

since the remaining integral over \(x\) is \((s-1)!\,(k_BT)^s\).

So far \(k\) is a flux through a plane in a uniformly filled shell. It need not be a rate of decay. In strictly uncoupled oscillators each mode keeps its energy. With the plane normal to mode 1, the fraction \(p\) crosses within one period and the rest never does. In the trajectories above, the fraction that ever crossed was 0.3613, against \(p=0.3600\). For a plane normal to one mode, decay of the whole population therefore needs an exchange of energy between modes.

A simple model shows how fast that exchange must be. Let the phase-space point be redrawn at random from the whole shell, at random moments with mean rate \(\gamma\). Between redraws the modes are uncoupled. If the critical mode holds more than \(E_0\), its phase is random, and the time to its next outward crossing is uniform between 0 and \(1/\nu\). The probability that an interval ends in reaction is

\[
r=p\,\nu\int_0^{1/\nu}e^{-\gamma t}\,dt=p\,\frac{\nu}{\gamma}\left(1-e^{-\gamma/\nu}\right).
\]

An interval ends in a redraw with probability \(1-r\). Redraws occur at rate \(\gamma\) for as long as the interval lasts, so \(1-r\) also equals \(\gamma\) times its mean duration, which is therefore \((1-r)/\gamma\). The mean number of intervals is \(1/r\), so the mean lifetime is

\[
\tau=\frac{1-r}{\gamma r}.
\]

When \(p\ll1\), \(r\) is small, many intervals pass before reaction, and the decay is close to exponential with rate

\[
\frac1\tau\simeq\gamma r=\nu p\left(1-e^{-\gamma/\nu}\right).
\]

For \(\gamma\gg\nu\) this is the RRK rate \(\nu p\). For \(\gamma\ll\nu\) it is \(\gamma p\): the supply of energised molecules, not the vibration, sets the pace. In this model it is therefore not enough that redistribution be faster than reaction. It must be at least about as fast as the critical vibration; at \(\gamma=\nu\) the rate is already down to 63% of \(\nu p\). Simulated lifetimes for \(s=3\) and \(E_0/E=0.5\), in units of \(1/\nu\), are 12.24 at \(\gamma/\nu=0.3\) and 3.87 at \(\gamma/\nu=5\); the formula gives 12.10 and 3.83. The second value lies slightly below \(1/p=4\) because \(p=0.25\) is not small and the factor \(1-r\) still counts.

The shell also includes points already beyond the plane. The vector of all \(\omega_iQ_i\) and \(P_i\), divided by \(\sqrt{2E}\), is uniform on the unit sphere in \(2s\) dimensions. One component \(a\) of it has density proportional to \((1-a^2)^{s-3/2}\), and the plane lies at \(a=\sqrt{E_0/E}\). With \(y=1-a^2\) the fraction beyond becomes

\[
f=\tfrac12\,I_{1-E_0/E}\!\left(s-\tfrac12,\tfrac12\right),
\]

where \(I\) is the regularised incomplete beta function. Normalising by the reactant side alone would multiply the flux by \(1/(1-f)\).

A further limit of the counting is that real vibrations are quantised. Let all oscillators have the same quantum \(h\nu\), and measure energy from the zero-point level, with \(E=nh\nu\) and \(E_0=mh\nu\). There are \(\binom{n+s-1}{s-1}\) ways to share \(n\) quanta among \(s\) oscillators. If \(m\) are reserved for the critical one, the other \(n-m\) can be shared freely. Thus

\[
p_{\rm q}=\frac{\binom{n-m+s-1}{s-1}}{\binom{n+s-1}{s-1}}
=\prod_{j=1}^{s-1}\frac{n-m+j}{n+j}.
\]

Each factor exceeds \((n-m)/n\) when \(0<m\le n\), so at equal energy above the respective ground level the classical formula gives too small a probability. Expanding the logarithm for large \(n-m\),

\[
\ln\frac{p_{\rm q}}{p}\simeq\frac{s(s-1)}{2}\left(\frac1{n-m}-\frac1n\right),
\]

so \(n-m\gg s^2\) is sufficient for the classical result. A partial repair replaces every \(j\) by its mean \(s/2\), which adds the zero-point energy \(E_z=sh\nu/2\) to both \(E-E_0\) and \(E\):

\[
p_{\rm q}\approx\left(\frac{E-E_0+E_z}{E+E_z}\right)^{s-1}.
\]

The thermal average behaves differently. With \(z=e^{-h\nu/k_BT}\), the probability of \(n\) quanta is \((1-z)^s\binom{n+s-1}{s-1}z^n\). Multiplying by \(p_{\rm q}\) and setting \(n=m+l\),

\[
\langle p_{\rm q}\rangle=z^m(1-z)^s\sum_{l\ge0}\binom{l+s-1}{s-1}z^l=z^m=e^{-E_0/k_BT}.
\]

The classical error in the probability, large at fixed energy, is absent from this thermal average. The classical oscillators react less readily at a given energy, but at a given temperature they hold more energy above their ground level, and in this model the two differences cancel. The cancellation concerns the probability. If the rate is instead taken as the flux, with the states of the other \(s-1\) modes counted quantum mechanically and motion across the plane left continuous, its thermal average is \((k_BT/h)(1-z)\,e^{-E_0/k_BT}\). This is smaller than \(\nu e^{-E_0/k_BT}\) by the factor \(k_BT(1-z)/h\nu\), which tends to 1 only for \(k_BT\gg h\nu\).

A case from atomic layer deposition shows the sizes. When trimethylaluminium lands on hydroxylated alumina, it can form an adduct that holds the adsorption energy before it cools, and that can eliminate methane. Take rough typical values: adsorption energy 0.6 eV, thermal energy carried in 0.4 eV, barrier \(E_0=0.5\) eV and surface temperature 450 K. Then \(E=0.6+0.4=1.0\) eV. Keep \(s=15\) soft modes with a common quantum of 0.05 eV, so that \(\nu=0.05\ \text{eV}/h=1.21\times10^{13}\ \text{s}^{-1}\). The classical result is

\[
p=(0.5)^{14}=6.10\times10^{-5},\qquad k=\nu p=7.4\times10^{8}\ \text{s}^{-1},
\]

or an inverse rate of 1.4 ns. The rate is steep in energy: with \(s=15\) it is \(1.3\times10^7\ \text{s}^{-1}\) at 0.8 eV and \(6.4\times10^9\ \text{s}^{-1}\) at 1.2 eV. It is also sensitive to the number of modes kept: at 1.0 eV, \(s=10\) gives \(2.4\times10^{10}\) and \(s=20\) gives \(2.3\times10^7\ \text{s}^{-1}\), a factor \(2^5=32\) either way.

The hot adduct also loses energy to the solid. Suppose that one loss event, at a rough rate \(w=10^{11}\ \text{s}^{-1}\), ends its prompt chance to react. The fraction that reacts first is

\[
\int_0^\infty k\,e^{-(k+w)t}\,dt=\frac{k}{k+w}=0.7\%.
\]

Adducts that cool to 450 K, where \(k_BT=0.0388\) eV, react at \(\nu e^{-E_0/k_BT}=3.0\times10^7\ \text{s}^{-1}\), an inverse rate of 33 ns; the flux average with quantised modes is 0.56 of this, \(1.7\times10^7\ \text{s}^{-1}\). In this classical estimate nearly all reaction comes after cooling, if desorption is left aside.

Quantisation makes prompt reaction more important. With \(n=20\) and \(m=10\), \(p_{\rm q}=1.41\times10^{-3}\), which is 23 times the classical value. The rate becomes \(1.7\times10^{10}\ \text{s}^{-1}\), and the prompt fraction rises to 15% at the same \(w\), with desorption still left aside. Here \(n-m=10\) is far below \(s^2=225\), so the classical condition fails badly. The zero-point shift, with \(E_z=0.375\) eV, gives \(1.79\times10^{-3}\), 27% above the quantum count. The factor 23 depends on the quanta being exactly equal, which makes the number of states at the barrier a staircase read at the top of a step. If the 14 other frequencies are spread by 10% to 50% about the same geometric mean and the states are counted directly, the factor is about 16 and the prompt fraction about 11%.

Slow redistribution acts the other way. A rough \(\gamma=10^{12}\ \text{s}^{-1}\) is much faster than the classical reaction but slower than the vibration, and it multiplies the rate by 0.08. The energy carried in also varies: a gamma distribution with mean 0.4 eV, the law for about ten classical oscillators at 450 K (the 15 modes of the model would hold 0.58 eV classically and 0.29 eV quantised, so 0.4 eV is only a rough middle value), has a standard deviation of 0.125 eV and raises the mean classical rate by a factor 2.5.

Tunnelling is estimated by giving each energy \(u\) relative to the barrier top, in the flux integral, the transmission \(1/(1+e^{-2\pi u/\hbar\omega_b})\) of a parabolic barrier. The factor on the rate is

\[
\frac{s-1}{E-E_0}\int_{-E_0}^{E-E_0}\left(1-\frac{u}{E-E_0}\right)^{s-2}\frac{du}{1+e^{-2\pi u/\hbar\omega_b}} ,
\]

which is 1.5 for an assumed \(\hbar\omega_b=0.12\) eV. Anharmonicity that softens a bond adds states to the well. A Morse bond of depth \(D\) encloses the phase area \((4\pi D/\omega)(1-\sqrt{1-\varepsilon/D})\), whose derivative divided by \(h\) is the density \(1/(h\nu\sqrt{1-\varepsilon/D})\). Making one such bond with \(D=0.6\) eV, and leaving the count at the barrier unchanged, multiplies the rate by 0.94. The shell fraction beyond the plane, \(f=4\times10^{-6}\), does not matter here.

Desorption does matter. With a barrier of 0.6 eV and a rough prefactor of \(10^{15}\ \text{s}^{-1}\), large because the departing molecule has soft motions at its transition state, the same classical counting gives \(10^{15}\times(0.4)^{14}=2.7\times10^9\ \text{s}^{-1}\), 3.6 times the classical reaction rate. In this classical count both remain small beside \(w\). Quantisation raises the desorption rate too, but \(p_{\rm q}\) with the common quantum cannot be used for it, because the large prefactor means that some modes are soft at the transition state. The rate is then the number of states of the 14 transition-state modes up to \(1.0-0.6=0.4\) eV, divided by \(h\) times the density of states of the adduct. If three of these modes are softened to 0.0115 eV, which reproduces the prefactor as a classical ratio of frequencies, the count gives about \(5\times10^{10}\ \text{s}^{-1}\), half of \(w\). Including this loss lowers the quantum estimate of the prompt reaction fraction from 15% to about 10%, or from about 11% to about 7% when the frequencies are spread. The figure depends on which modes are softened and on how the prefactor is read. If \(10^{15}\ \text{s}^{-1}\) is taken as the thermal prefactor of quantised modes at 450 K, the three modes must be softer, about 0.0057 eV, and the prompt fraction falls to about 4%.

Desorption also competes after cooling. At 450 K the same barrier and prefactor give \(10^{15}e^{-0.6/0.0388}\approx1.9\times10^8\ \text{s}^{-1}\), about six times the thermal reaction rate. If both rates are instead taken from quantum partition functions, with the three soft modes at 0.0115 eV, the ratio is only about 1.7. With these rough values most cooled adducts leave before they react, but the margin is uncertain.

For the real adduct, then, the classical number is an order-of-magnitude guide at best. Its modes run from soft torsions to stiff C–H stretches, which a common quantum cannot represent, and the solid makes the set of oscillators an open one. The corrections above are separate estimates, made with different parts of the model held fixed, and their product would not be a better rate. The largest two corrections to the reaction rate itself, a factor of 16 to 23 upward and a factor of about 13 downward, show what a better calculation must supply first: a quantum count over the actual frequencies, and the rate at which energy reaches and leaves the reacting bond. The numerical output below lists the main inputs and results.

## Values computed for the example and the checks

```
TESTS (model units)
states counted / phase volume: 229625 / 229640
crossing rate, single mode: counted 0.0575, formula 0.0573
crossing rate, tilted plane: counted 0.0662, formula 0.0659
ever crossed without coupling: 0.3613, formula 0.3600
lifetime*nu at gamma/nu=0.3: simulated 12.24, formula 12.10
lifetime*nu at gamma/nu=5.0: simulated 3.87, formula 3.83
INPUTS (rough typical values)
temperature 450 K, kT = 0.03878 eV
adsorption energy 0.6 eV, thermal energy carried in 0.4 eV
total energy E = 1.00 eV, barrier E0 = 0.50 eV, s = 15
quantum 0.05 eV, nu = 1.2090e+13 1/s
energy loss rate w = 1.0e+11 1/s, redistribution 1.0e+12 1/s
RESULTS
fraction (1-E0/E)^(s-1) = 6.1035e-05
classical RRK rate = 7.379e+08 1/s, inverse = 1.355 ns
rate at E = 0.5 eV: 0.000e+00 1/s
rate at E = 0.6 eV: 1.543e+02 1/s
rate at E = 0.8 eV: 1.315e+07 1/s
rate at E = 1.2 eV: 6.386e+09 1/s
rate at E = 1.5 eV: 4.141e+10 1/s
rate at E = 1.0 eV, s = 10: 2.361e+10 1/s
rate at E = 1.0 eV, s = 20: 2.306e+07 1/s
thermalised rate at 450 K = 3.039e+07 1/s
thermalised inverse rate = 32.91 ns
prompt reaction fraction, classical = 0.733 %
NEGLECTED EFFECTS
quanta n = 20, m = 10; quantum fraction = 1.4090e-03
quantum rate = 1.703e+10 1/s, quantum/classical = 23.08
zero-point energy 0.375 eV, shifted fraction = 1.7860e-03
prompt reaction fraction, quantum = 14.56 %
finite redistribution: rate factor = 0.0794
thermal energy spread = 0.125 eV, rate factor = 2.531
tunnelling, barrier quantum 0.12 eV: rate factor = 1.548
one Morse bond, depth 0.6 eV: rate factor = 0.937
shell fraction beyond the plane = 4.350e-06
desorption: prefactor 1.0e+15 1/s, rate = 2.684e+09 1/s
desorption rate / reaction rate = 3.64
```
